# Two-magnon broadening in thin films and its removal by tilting the magnetization: a numerical check

```python
# Result under test: in a thin ferromagnetic film the uniform resonance has
# degenerate finite-k modes only if
#   sin(phi)^2 < a cos(2 theta) / ((a + 1) cos(theta)^2),
# so disorder damps it by two-magnon scattering for in-plane magnetization,
# and not for magnetization more than 45 degrees out of the plane.
# theta: angle of M from the plane; phi: angle of k from the projection of M;
# a: internal field. Fields are in units of mu0*M = 1 T, lengths in nm,
# b = omega/gamma is the mode frequency expressed as a field,
# eta is the amplitude decay rate of the uniform mode divided by gamma.
import numpy as np
from scipy import constants as const
from scipy.fft import rfft2, irfft2
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

MU0_M = 1.0                      # T
EXCHANGE_A = 1.0e-11             # J/m
THICKNESS = 8.0                  # nm
FIELD = 0.3                      # T, applied in the plane
SIGMA = 0.005                    # T, rms random field
XI = 20.0                        # nm, correlation length
GAMMA = const.physical_constants["electron gyromag. ratio"][0]
L2 = 2 * EXCHANGE_A * const.mu_0 / MU0_M**2 * 1e18   # nm^2
L_EX = np.sqrt(L2)


def volume_factor(x):
    """Demagnetizing factor along k for x = k * thickness."""
    x = np.asarray(x, dtype=float)
    safe = np.where(x > 0, x, 1.0)
    return np.where(x > 0, 1 + np.expm1(-safe) / safe, 0.0)


def stiffness(kx, ky, theta, a, d=THICKNESS, l2=L2):
    """Transverse stiffness by projection of the demagnetizing tensor."""
    k = np.hypot(kx, ky)
    safe = np.where(k > 0, k, 1.0)
    u = volume_factor(k * d)
    p1 = ky / safe
    p2 = -np.sin(theta) * kx / safe
    base = a + l2 * k**2
    h11 = base + u * p1**2
    h22 = base + (1 - u) * np.cos(theta)**2 + u * p2**2
    return h11, h22, u * p1 * p2


def mode_field(k, phi, theta, a, d=THICKNESS, l2=L2):
    h11, h22, h12 = stiffness(k * np.cos(phi), k * np.sin(phi),
                              theta, a, d, l2)
    return np.sqrt(h11 * h22 - h12**2)


def critical_angle(theta, a):
    c2 = np.cos(2 * theta)
    if c2 <= 1e-12:
        return 0.0
    return np.arcsin(np.sqrt(a * c2 / ((a + 1) * np.cos(theta)**2)))


def internal_field(theta, b0):
    c2 = np.cos(theta)**2
    return (-c2 + np.sqrt(c2**2 + 4 * b0**2)) / 2


def spectrum(k):
    return 2 * np.pi * XI**2 * SIGMA**2 * np.exp(-(k * XI)**2 / 2)


def mode_vector(k, phi, theta, a, d):
    h11, h22, h12 = stiffness(k * np.cos(phi), k * np.sin(phi), theta, a, d)
    b = np.sqrt(h11 * h22 - h12**2)
    first = np.sqrt(h22 / (2 * b))
    return np.array([first, first * (1j * b - h12) / h22])


def degenerate_k(phi, theta, a, d=THICKNESS):
    b0 = mode_field(0.0, 0.0, theta, a, d)
    return brentq(lambda k: mode_field(k, phi, theta, a, d)**2 - b0**2,
                  1e-7 / d, 10 / d, xtol=1e-14)


def golden_rule(theta, a, d=THICKNESS):
    """eta from the integral over the degenerate contour."""
    edge = critical_angle(theta, a)
    if edge == 0.0:
        return 0.0
    nodes, weights = np.polynomial.legendre.leggauss(24)
    v0 = mode_vector(0.0, 0.0, theta, a, d)
    total = 0.0
    for node, weight in zip(nodes, weights):
        phi = edge * (node + 1) / 2
        k = degenerate_k(phi, theta, a, d)
        slope = (mode_field(k * 1.001, phi, theta, a, d)
                 - mode_field(k * 0.999, phi, theta, a, d)) / (0.002 * k)
        overlap = abs(np.vdot(v0, mode_vector(k, phi, theta, a, d)))**2
        total += weight * edge / 2 * k * spectrum(k) * overlap / abs(slope)
    return 4 * total / (4 * np.pi)


def layered_lowest(k, phi, theta, a, n, t):
    """Lowest mode of n coupled layers of thickness t, profile left free."""
    index = np.arange(n)
    diff = index[:, None] - index[None, :]
    x = k * t
    kk = (0.5 * x * (np.sinh(x / 2) / (x / 2))**2
          * np.exp(-x * np.abs(diff)))
    kz = 1j * kk * np.sign(diff)
    np.fill_diagonal(kk, volume_factor(x))
    zz = np.eye(n) - kk
    lap = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    lap[0, 0] = lap[-1, -1] = 1
    base = (a + L2 * k**2) * np.eye(n) + L2 / t**2 * lap
    p1, p2, z2 = np.sin(phi), -np.sin(theta) * np.cos(phi), np.cos(theta)
    h11 = base + p1**2 * kk
    h22 = base + p2**2 * kk + z2**2 * zz + 2 * p2 * z2 * kz
    h12 = p1 * p2 * kk + p1 * z2 * kz
    dynamics = np.block([[-h12, -h22], [h11, h12]])
    values = np.linalg.eigvals(1j * dynamics).real
    return values[values > 0].min()


# --- Demagnetizing factor from the Fourier integral of the charge energy
for x in (0.1, 0.5, 2.0):
    value = quad(lambda q: 4 * np.sin(q / 2)**2 / q**2 * x**2
                 / (x**2 + q**2) / np.pi, 1e-12, 200, limit=1000)[0]
    assert abs(value - volume_factor(x)) < 2e-6

# --- Number of degenerate wavevectors against the angular criterion
rng = np.random.default_rng(4)
x_grid = np.logspace(-7, 2, 900)
count_one = count_none = 0
for _ in range(600):
    theta, phi = rng.uniform(0, np.pi / 2, 2)
    if rng.random() < 0.5:
        theta, phi = theta / 2, phi / 3
    a, d = rng.uniform(0.05, 3), L_EX * rng.uniform(0.3, 2)
    edge = critical_angle(theta, a)
    margin = ((a + 1) * np.cos(theta)**2 * np.sin(phi)**2
              - a * np.cos(2 * theta))
    if abs(margin) < 2e-3:
        continue                 # root too close to k = 0 for the grid
    gap = (mode_field(x_grid / d, phi, theta, a, d)**2
           - mode_field(0.0, 0.0, theta, a, d)**2)
    roots = np.count_nonzero(np.diff(np.sign(gap)))
    assert roots == (1 if phi < edge else 0)
    count_one += roots == 1
    count_none += roots == 0
assert count_one > 50 and count_none > 50

# --- The thickness condition has substance: a thick film breaks the rule
phi_thick = critical_angle(0.0, FIELD) + np.radians(0.2)
d_thick = 8 * L_EX
gap = (mode_field(x_grid / d_thick, phi_thick, 0.0, FIELD, d_thick)**2
       - mode_field(0.0, 0.0, 0.0, FIELD)**2)
thick_roots = np.count_nonzero(np.diff(np.sign(gap)))
assert thick_roots == 2

# --- Worked example: in-plane film
assert THICKNESS < 2 * L_EX
b0 = float(mode_field(0.0, 0.0, 0.0, FIELD))
phi_c = critical_angle(0.0, FIELD)
k_deg = degenerate_k(0.0, 0.0, FIELD)
bottom = minimize_scalar(lambda k: mode_field(k, 0.0, 0.0, FIELD),
                         bounds=(1e-5, k_deg), method="bounded",
                         options={"xatol": 1e-9})
depth = b0 - bottom.fun
eta = golden_rule(0.0, FIELD)
field_slope = (mode_field(0.0, 0.0, 0.0, FIELD + 1e-4)
               - mode_field(0.0, 0.0, 0.0, FIELD - 1e-4)) / 2e-4
linewidth = 2 * eta / field_slope


def thin_limit(a):
    b = np.sqrt(a * (a + 1))
    return (critical_angle(0.0, a) * (2 * a + 1) * (SIGMA * XI)**2
            / (b * L2))


thin_ratio = golden_rule(0.0, FIELD, 1.0) / thin_limit(FIELD)
assert abs(thin_ratio - 1) < 0.02

# --- Free thickness profile: averaged branch and perpendicular band bottom
layer_error = max(
    abs(layered_lowest(k, phi, 0.0, FIELD, 8, THICKNESS / 8)
        - mode_field(k, phi, 0.0, FIELD))
    for k in (0.005, 0.015, 0.03) for phi in np.radians([0, 15, 30]))
assert layer_error < 1e-3
a_perp = internal_field(np.pi / 2, b0)
perp_gaps = []
for n, t in ((8, 1.0), (25, 4.0)):
    perp_gaps.append(min(
        layered_lowest(k, 0.3, np.pi / 2, a_perp, n, t) - a_perp
        for k in (0.002, 0.01, 0.03, 0.1, 0.2)))
assert min(perp_gaps) > 1e-6

# --- Time evolution of the full linear dynamics in a random field
N, CELL, TAU, STEPS = 165, 21.0, 1.5, 1200   # TAU = gamma * dt in 1/T
BOX = N * CELL
KX = 2 * np.pi * np.fft.fftfreq(N, CELL)[:, None]
KY = 2 * np.pi * np.fft.rfftfreq(N, CELL)[None, :]


def evolve_uniform(theta, a, seed):
    """Relative amplitude of the uniform mode after each time step."""
    h11, h22, h12 = stiffness(KX, KY, theta, a)
    b = np.sqrt(h11 * h22 - h12**2)
    c, s = np.cos(b * TAU), np.sin(b * TAU) / b
    p11, p12, p21, p22 = c - h12 * s, -h22 * s, h11 * s, c + h12 * s
    # Random phases with the prescribed power spectrum and zero mean
    noise = rfft2(np.random.default_rng(seed).normal(size=(N, N)))
    noise *= np.sqrt(spectrum(np.hypot(KX, KY))) * N**2 / BOX / abs(noise)
    noise[0, 0] = 0
    random_field = irfft2(noise, s=(N, N))
    cr, sr = np.cos(random_field * TAU), np.sin(random_field * TAU)
    m1, m2 = np.ones((N, N)), np.zeros((N, N))
    amplitude = np.empty(STEPS)
    for step in range(STEPS):
        f1, f2 = rfft2(cr * m1 - sr * m2), rfft2(sr * m1 + cr * m2)
        g1, g2 = p11 * f1 + p12 * f2, p21 * f1 + p22 * f2
        amplitude[step] = np.sqrt(g1[0, 0].real**2 + h22[0, 0] / h11[0, 0]
                                  * g2[0, 0].real**2) / N**2
        m1, m2 = irfft2(g1, s=(N, N)), irfft2(g2, s=(N, N))
    return amplitude, random_field.std()


times = TAU * np.arange(1, STEPS + 1)
late = times > 450
runs = [evolve_uniform(0.0, FIELD, seed) for seed in (1, 2)]
sim_rates = [-np.polyfit(times[late], np.log(run[0][late]), 1)[0]
             for run in runs]
eta_sim = np.mean(sim_rates)
theta60 = np.radians(60)
a60 = internal_field(theta60, b0)
amp60, _ = evolve_uniform(theta60, a60, 1)
amp90, _ = evolve_uniform(np.pi / 2, a_perp, 1)

print(f"mu0*M = {MU0_M:.1f} T, A = {EXCHANGE_A*1e12:.1f} pJ/m")
print(f"thickness = {THICKNESS:.1f} nm, exchange length = {L_EX:.3f} nm")
print(f"in-plane field = {FIELD:.2f} T")
print(f"random field: rms = {SIGMA*1e3:.1f} mT, xi = {XI:.1f} nm")
print(f"uniform mode b0 = {b0:.4f} T")
print(f"resonance frequency = {GAMMA*b0/(2*np.pi)/1e9:.3f} GHz")
print(f"critical angle, in-plane M = {np.degrees(phi_c):.2f} deg")
print(f"degenerate k at phi=0 = {k_deg:.5f} 1/nm")
print(f"its wavelength = {2*np.pi/k_deg:.1f} nm")
print(f"k at band minimum = {bottom.x:.5f} 1/nm")
print(f"band depth below resonance = {depth*1e3:.3f} mT")
print(f"band depth = {GAMMA*depth/(2*np.pi)/1e6:.1f} MHz")
print(f"golden-rule eta = {eta*1e3:.4f} mT")
print(f"thin-limit formula for eta = {thin_limit(FIELD)*1e3:.4f} mT")
print(f"contour/thin-limit ratio at d=1 nm = {thin_ratio:.4f}")
print(f"amplitude decay time = {1e9/(GAMMA*eta):.2f} ns")
print(f"d b0/d B = {field_slope:.4f}")
print(f"full field linewidth = {linewidth*1e3:.4f} mT")
print(f"full frequency linewidth = {GAMMA*eta/np.pi/1e6:.2f} MHz")
print("At fixed frequency: theta, internal field, phi_c, eta")
for degrees in (0, 15, 30, 40, 45, 60, 90):
    th = np.radians(degrees)
    a = internal_field(th, b0)
    print(f"  {degrees:2d} deg  {a:.4f} T  "
          f"{np.degrees(critical_angle(th, a)):6.2f} deg  "
          f"{golden_rule(th, a)*1e3:.4f} mT")
print(f"applied field for perpendicular M = {a_perp+MU0_M:.4f} T")
print(f"root counts: one in {count_one} cases, none in {count_none}")
print(f"roots just outside sector at d=8 l: {thick_roots}")
print(f"max layer-model deviation = {layer_error*1e3:.4f} mT")
print(f"perpendicular: lowest sampled mode above uniform, 8 nm film "
      f"= {perp_gaps[0]*1e3:.3f} mT")
print(f"  same for 100 nm film = {perp_gaps[1]*1e3:.3f} mT")
print(f"simulation: box = {BOX:.0f} nm, duration = "
      f"{times[-1]/GAMMA*1e9:.2f} ns")
print(f"simulated random-field rms = {runs[0][1]*1e3:.3f} mT")
print("simulated eta, two disorder samples = "
      f"{sim_rates[0]*1e3:.4f}, {sim_rates[1]*1e3:.4f} mT")
print(f"simulated mean / golden rule = {eta_sim/eta:.3f}")
print(f"final amplitude, theta=0 = {runs[0][0][-1]:.4f}, "
      f"{runs[1][0][-1]:.4f}")
print(f"final and minimum amplitude, theta=60 deg = "
      f"{amp60[-1]:.4f}, {amp60.min():.4f}")
print(f"final and minimum amplitude, theta=90 deg = "
      f"{amp90[-1]:.4f}, {amp90.min():.4f}")

# Finite time, box and disorder strength limit the rate comparison
assert abs(eta_sim / eta - 1) < 0.20
assert max(run[0][-1] for run in runs) < 0.65
assert amp60.min() > 0.90
assert amp90.min() > 0.95
print("all tests passed")
```

Printed output:

```
mu0*M = 1.0 T, A = 10.0 pJ/m
thickness = 8.0 nm, exchange length = 5.013 nm
in-plane field = 0.30 T
random field: rms = 5.0 mT, xi = 20.0 nm
uniform mode b0 = 0.6245 T
resonance frequency = 17.502 GHz
critical angle, in-plane M = 28.71 deg
degenerate k at phi=0 = 0.02923 1/nm
its wavelength = 214.9 nm
k at band minimum = 0.01447 1/nm
band depth below resonance = 6.890 mT
band depth = 193.1 MHz
golden-rule eta = 0.4750 mT
thin-limit formula for eta = 0.5108 mT
contour/thin-limit ratio at d=1 nm = 0.9988
amplitude decay time = 11.96 ns
d b0/d B = 1.2810
full field linewidth = 0.7416 mT
full frequency linewidth = 26.62 MHz
At fixed frequency: theta, internal field, phi_c, eta
   0 deg  0.3000 T   28.71 deg  0.4750 mT
  15 deg  0.3130 T   28.06 deg  0.4557 mT
  30 deg  0.3534 T   24.66 deg  0.3845 mT
  40 deg  0.3966 T   16.85 deg  0.2558 mT
  45 deg  0.4227 T    0.00 deg  0.0000 mT
  60 deg  0.5119 T    0.00 deg  0.0000 mT
  90 deg  0.6245 T    0.00 deg  0.0000 mT
applied field for perpendicular M = 1.6245 T
root counts: one in 326 cases, none in 274
roots just outside sector at d=8 l: 2
max layer-model deviation = 0.2025 mT
perpendicular: lowest sampled mode above uniform, 8 nm film = 4.067 mT
  same for 100 nm film = 26.738 mT
simulation: box = 3465 nm, duration = 10.22 ns
simulated random-field rms = 4.986 mT
simulated eta, two disorder samples = 0.6052, 0.5317 mT
simulated mean / golden rule = 1.197
final amplitude, theta=0 = 0.3630, 0.3999
final and minimum amplitude, theta=60 deg = 0.9756, 0.9748
final and minimum amplitude, theta=90 deg = 0.9929, 0.9900
all tests passed
```
